# McConnell superexchange and its crossover to thermally activated resonant transport, part 2

Electrons cross a bridge of \(N\) identical sites between two equal metallic leads, by tunnelling below its levels or by thermal excitation into them. We seek the resonant contribution and the length at which the two are equal. The motion is coherent and the electrons do not interact. The bridge Hamiltonian is

\[
H_B=\Delta\sum_{j=1}^{N}|j\rangle\langle j|
+t\sum_{j=1}^{N-1}\bigl(|j\rangle\langle j+1|+|j+1\rangle\langle j|\bigr),
\]

with \(t>0\) and \(\Delta>2t\). Energies \(E\) are measured from the Fermi level. Each end site has self-energy \(-i\Gamma/2\). We write \(\beta=1/k_BT\) and assume \(\Gamma\ll t\) and \(\beta(\Delta-2t)\gg1\).

With \(f\) the Fermi function and \(G_0=2e^2/h\), the conductance is

\[
g=G_0\int\mathcal T(E)\,(-f'(E))\,dE,
\]

where \(\mathcal T=\Gamma^2|G_{1N}|^2\) is the transmission and \(G=(E-H_B)^{-1}\), with the self-energies included.

**Part (b).** Without self-energies, \(G_{1N}=(-1)^Nt^{N-1}/D_N\), where \(D_N=\det(H_B-E)\). Below the band, \(2t\cosh\kappa=\Delta-E\) and

\[
D_N=t^N\frac{\sinh[(N+1)\kappa]}{\sinh\kappa}.
\]

**Part (c).** For a donor and acceptor coupled to the ends by \(t_D\) and \(t_A\), the effective coupling is \(T_{DA}=t_Dt_AG_{1N}\), without self-energies, and

\[
T_{DA}(0)=\frac{t_Dt_A}{t}\left(-\frac{t}{\Delta}\right)^N
\left[1+(N-1)\frac{t^2}{\Delta^2}+\cdots\right].
\]

The factor before the bracket is McConnell's form; the correction counts detours, paths with a backward hop. The pure power law requires \(N\,(t/\Delta)^2\ll1\). The donor–acceptor example of part (d) has \(N=5\), \(\Delta=0.8\) eV, \(t=0.1\) eV and \(t_D=t_A=0.01\) eV; half its level splitting is compared with \(|T_{DA}|\).

**Part (f).** The self-energies replace \(D_N\) by

\[
\widetilde D_N=D_N-i\Gamma D_{N-1}-\frac{\Gamma^2}{4}D_{N-2}.
\]

At the Fermi level, with the McConnell form last,

\[
\mathcal T(0)=\frac{\Gamma^2}{t^2}
\frac{\sinh^2\kappa}{\sinh^2[(N+1)\kappa]}
\simeq\left(\frac{\Gamma}{t}\right)^2\left(\frac{t}{\Delta}\right)^{2N}.
\]

The refined tunnelling conductance includes a thermal factor:

\[
\frac{g_{\rm tun}}{G_0}=\mathcal T(0)\,\frac{\pi a}{\sin\pi a},
\qquad 0<a<1 .
\]

Here \(a=\alpha k_BT\), and \(\alpha=d\ln\mathcal T/dE\) at \(E=0\) is

\[
\alpha=\frac{(N+1)\coth[(N+1)\kappa]-\coth\kappa}{t\sinh\kappa},
\]

or \(\alpha\simeq2N/\Delta\) for \(t\ll\Delta\). The refined formula should be used only for \(a\) well below 1.

**(g) Describe the transmission near one level of the bridge. Do the resonances merge as the bridge becomes longer?**

*Solution.* The levels of the isolated bridge are standing waves that vanish at the fictitious sites 0 and \(N+1\):

\[
\varphi_n(j)=\sqrt{\frac{2}{N+1}}\,\sin(j\theta_n),\qquad
\theta_n=\frac{n\pi}{N+1},
\]
\[
E_n=\Delta+2t\cos\theta_n,\qquad n=1,\dots,N .
\]

Let \(p_n=|\varphi_n(1)|^2=[2/(N+1)]\sin^2\theta_n\) be the weight on an end site, which is the same at both ends. To first order, the two self-energies move the level to \(E_n-i\Gamma p_n\). Near \(E_n\) this level dominates the Green function:

\[
G_{1N}\simeq\frac{\varphi_n(1)\varphi_n(N)}{E-E_n+i\Gamma p_n},
\qquad |\varphi_n(1)\varphi_n(N)|=p_n .
\]

The transmission is therefore a Lorentzian of unit height,

\[
\mathcal T(E)\simeq\frac{(\Gamma p_n)^2}{(E-E_n)^2+(\Gamma p_n)^2},
\]

with half-width \(\Gamma p_n\) and area \(\pi\Gamma p_n\). The unit height comes from the equal contacts: the state leaks into both leads at the same rate.

The distance between neighbouring levels of a long bridge is about \(2t\sin\theta_n\,\pi/(N+1)\). The ratio of half-width to spacing is

\[
\frac{2\Gamma\sin^2\theta_n/(N+1)}{2\pi t\sin\theta_n/(N+1)}
=\frac{\Gamma\sin\theta_n}{\pi t}.
\]

The length cancels. For \(\Gamma\ll t\) the resonances remain separate however long the bridge is, because levels and widths shrink together.

**(h) Add the thermally weighted resonances. How does the result depend on length and temperature?**

*Solution.* In the band \(\beta E\gg1\), and the thermal weight becomes \(-f'\simeq\beta e^{-\beta E}\). If it changes little across one resonance, each level contributes its area times the weight at \(E_n\):

\[
\frac{g_{\rm res}}{G_0}=\pi\Gamma\beta e^{-\beta\Delta}S_N,
\qquad
S_N=\sum_{n=1}^{N}p_ne^{-2\beta t\cos\theta_n}.
\]

The points \(\theta_n\) have spacing \(\pi/(N+1)\). The sum is close to an integral when this spacing does not exceed the range of \(\theta\) over which the summand varies. For \(\beta t>1\) the exponential falls as \(e^{-\beta t(\pi-\theta)^2}\) away from \(\theta=\pi\), so that range is of order \(1/\sqrt{\beta t}\), and the condition is roughly \((N+1)^2\gtrsim\pi^2\beta t\). Near this threshold the lowest level already supplies most of the sum, 85% for \(N=5\) at \(\beta t=3.87\), yet the sum is within 1% of its long-bridge limit. For shorter bridges or lower temperatures it falls below the limit and depends on \(N\): at the same \(\beta t\) it is low by 5% for four sites and by 26% for three. When the condition holds,

\[
S_N\to\frac2\pi\int_0^\pi\sin^2\theta\,e^{-z\cos\theta}d\theta,
\qquad z=2\beta t .
\]

Replacing \(\theta\) by \(\pi-\theta\) changes the sign in the exponent. Next use \(\sin\theta\,e^{z\cos\theta}=-(1/z)\,d(e^{z\cos\theta})/d\theta\) and integrate by parts. The boundary terms vanish with \(\sin\theta\), leaving

\[
\int_0^\pi\sin^2\theta\,e^{z\cos\theta}d\theta
=\frac1z\int_0^\pi\cos\theta\,e^{z\cos\theta}d\theta
=\frac{\pi I_1(z)}{z},
\]

where \(I_1\) is the modified Bessel function. Thus \(S_N\to2I_1(z)/z=I_1(2\beta t)/(\beta t)\), and

\[
\frac{g_{\rm res}}{G_0}=\frac{\pi\Gamma}{t}\,e^{-\beta\Delta}I_1(2\beta t).
\]

This contains no \(N\). A longer bridge has more levels, but each is narrower in proportion. Another form of the sum shows how the length enters. If \(h\) is the hopping part of \(H_B\), then \(S_N=\langle1|e^{-\beta h}|1\rangle\). Its power series counts walks that start and end on site 1. A walk notices that site \(N+1\) is missing only if it has at least \(2N\) hops, and the first affected term is of order \((\beta t)^{2N}/(2N)!\). This term gives the size of the deviation only when \((\beta t)^2\ll2N\); otherwise later terms add more. Within the range of the condition the deviation is small all the same: at \(\beta t=3.87\) it is 0.08% for six sites, and at \(\beta t=100\) it is 0.15% for 31 sites.

The activation energy follows by differentiation:

\[
E_a=-\frac{d\ln g_{\rm res}}{d\beta}
=\Delta-2t\,\frac{I_1'(2\beta t)}{I_1(2\beta t)} .
\]

For \(\beta t\gg1\), \(I_1(z)\simeq e^z/\sqrt{2\pi z}\), so \(I_1'/I_1\simeq1-1/(2z)\) and

\[
E_a\simeq\Delta-2t+\tfrac12k_BT .
\]

The electrons must reach the bottom of the band, not the site energy \(\Delta\). In the opposite limit \(\beta t\ll1\), with \(\beta\Delta\) still large, \(I_1(z)\simeq z/2\). The band is then narrow on the thermal scale, and \(g_{\rm res}/G_0\simeq\pi\Gamma\beta e^{-\beta\Delta}\).

The contact correction can also be found for a long bridge. In the band put \(\Delta-E=2t\cos\theta\), so that \(D_n=t^n\sin[(n+1)\theta]/\sin\theta\). With \(q=\Gamma/2t\) and \(\phi=N\theta\), the determinant of part (f) gives

\[
\mathcal T=\frac{4q^2\sin^2\theta}{F^2+4q^2\sin^2\phi},
\]
\[
F=(1-q^2)\cos\theta\sin\phi+(1+q^2)\sin\theta\cos\phi .
\]

For large \(N\), \(\phi\) runs through many periods while \(\theta\) and the thermal weight hardly change, so \(\mathcal T\) may be averaged over \(\phi\). The denominator has the form \(A\sin^2\phi+2B\sin\phi\cos\phi+C\cos^2\phi\). With the substitution \(s=\tan\phi\), the average of its inverse is

\[
\frac1\pi\int_{-\infty}^{\infty}\frac{ds}{As^2+2Bs+C}
=\frac{1}{\sqrt{AC-B^2}} .
\]

Here \(AC-B^2=4q^2(1+q^2)^2\sin^2\theta\), because the terms without the explicit \(4q^2\) cancel. The averaged transmission is

\[
\overline{\mathcal T}=\frac{2q\sin\theta}{1+q^2}
=\frac{(\Gamma/t)\sin\theta}{1+\Gamma^2/4t^2}.
\]

Integrating this with \(\beta e^{-\beta E}\) and \(dE=2t\sin\theta\,d\theta\) reproduces \(g_{\rm res}\), divided by \(1+\Gamma^2/4t^2\). For a long bridge the weak-contact formula is therefore high by the relative amount \(\Gamma^2/4t^2\).

**(i) At what length do the two contributions become equal? What controls this length?**

*Solution.* Use the McConnell form for tunnelling and equate it to \(g_{\rm res}\) at \(N=N^*\):

\[
\left(\frac{\Gamma}{t}\right)^2\left(\frac{t}{\Delta}\right)^{2N^*}
=\frac{\pi\Gamma}{t}e^{-\beta\Delta}I_1(2\beta t).
\]

Divide by \((\Gamma/t)^2\) and take logarithms. The left side becomes \(-2N^*\ln(\Delta/t)\), and so

\[
N^*=\frac{\beta\Delta+\ln(\Gamma/\pi t)-\ln I_1(2\beta t)}
{2\ln(\Delta/t)} .
\]

Below \(N^*\) superexchange is larger; above it the resonant part is larger. The first term compares the two exponentials, \(e^{-\beta\Delta}\) and \((t/\Delta)^{2N}\). The second reflects the contacts: tunnelling is proportional to \(\Gamma^2\), the resonant part to \(\Gamma\), so weaker contacts favour resonance and shorten the crossover length. For \(2\beta t\gg1\), where \(\ln I_1\simeq2\beta t\), the third lowers the barrier for activation from the site energy towards the band edge.

Differentiating and using the activation energy of part (h), we find

\[
\frac{dN^*}{d\beta}=\frac{E_a}{2\ln(\Delta/t)} .
\]

Cooling lengthens the range over which superexchange dominates.

The answer is consistent only if the tunnelling electrons at \(N^*\) are still near the Fermi level. This requires \(a<1\), and by part (f) \(a\) should lie well below 1. At leading order \(a\simeq2N^*k_BT/\Delta\). When the two logarithmic corrections together reduce \(N^*\), as they do for \(\Gamma<\pi t\) and \(I_1(2\beta t)>1\), this gives \(a<1/\ln(\Delta/t)\). At this order \(a<1\) follows from \(\Delta>et\), with \(e\) the base of natural logarithms, and a larger \(\Delta/t\) makes the bound smaller. The McConnell form brings a further condition from part (c). The detours raise the transmission by a factor of about \(e^{2N(t/\Delta)^2}\), which at lowest order lengthens the crossover by \(N^*(t/\Delta)^2/\ln(\Delta/t)\) sites, and this shift must be small. For \(\Delta=0.3\) eV, \(t=0.1\) eV, \(\Gamma=0.02\) eV and \(T=25\) K it is not: the formula gives 21.3 sites and the conductance integral 24.4, although \(\Delta>et\). The formula also uses the length-independent form of \(g_{\rm res}\), so the length it returns must satisfy the condition of part (h), roughly \((N^*+1)^2\gtrsim\pi^2\beta t\). If it does not, the resonant part still depends on \(N\), and the conductance integral must be evaluated directly.

**(j) Locate the crossover for \(\Delta=0.8\) eV, \(t=0.1\) eV, \(\Gamma=0.02\) eV, \(T=300\) K and a site spacing of 0.5 nm. Check it against the full conductance integral.**

*Solution.* The inputs give \(\beta\Delta=30.945\), \(2\beta t=7.736\), \(I_1(2\beta t)=311.8\) and \(\ln(\Delta/t)=2.0794\). Hence

\[
N^*=\frac{30.945+\ln(0.02/0.1\pi)-\ln311.8}{2\times2.0794}
=\frac{30.945-2.754-5.742}{4.159}=5.40 .
\]

Comparing the bare exponentials alone would have given 7.44 sites. The resonant conductance is

\[
\frac{g_{\rm res}}{G_0}=\pi\,\frac{0.02}{0.1}\,e^{-30.945}\times311.8
=7.12\times10^{-12},
\]

or \(5.5\times10^{-16}\) S. The table gives conductances in units of \(G_0\). The refined column contains tunnelling only; the last column is the integral over all energies.

| \(N\) | McConnell | refined | full integral |
|---|---|---|---|
| 4 | \(2.38\times10^{-9}\) | \(2.95\times10^{-9}\) | \(3.03\times10^{-9}\) |
| 5 | \(3.73\times10^{-11}\) | \(5.11\times10^{-11}\) | \(6.01\times10^{-11}\) |
| 6 | \(5.82\times10^{-13}\) | \(9.00\times10^{-13}\) | \(8.01\times10^{-12}\) |
| 7 | \(9.09\times10^{-15}\) | \(1.62\times10^{-14}\) | \(7.07\times10^{-12}\) |
| 8 | \(1.42\times10^{-16}\) | \(2.98\times10^{-16}\) | \(7.05\times10^{-12}\) |

The full conductance falls by a factor of about 50 from four to five sites and by 7.5 from five to six, and then settles on a plateau. The plateau lies 1% below the formula for \(g_{\rm res}\). This is the contact correction of part (h): \(\Gamma^2/4t^2=0.01\), and \(7.123/1.01=7.05\).

To separate the two mechanisms without using the derived formulas, the integral is cut where its integrand is smallest between the Fermi level and the band edge at 0.6 eV. For \(N=5\) the cut is at 0.485 eV, with \(5.31\times10^{-11}\) below it and \(7.01\times10^{-12}\) above. For \(N=6\) it is at 0.440 eV, with \(9.58\times10^{-13}\) below and \(7.05\times10^{-12}\) above. Tunnelling is thus larger by a factor of 7.6 at five sites, and resonant transport by a factor of 7.4 at six. Interpolating the logarithm of the ratio gives \(N^*=5.50\). As a length,

\[
L^*=N^*\times0.5\ \text{nm}\simeq2.7\ \text{nm}
\]

from the closed formula, and 2.75 nm from the integral. A bridge has a whole number of sites, so in this coherent model the change of mechanism occurs between five and six.

The difference of 0.1 site has a traceable origin. Using the exact decay constant and the thermal factor of part (f) gives 5.49. At that length \(a=0.364\), and the thermal factor is 1.257, which moves the crossover by \(\ln1.257/4.159=0.055\) site. The detours of part (c) raise the transmission by a relative amount of about \(2(N^*-1)(t/\Delta)^2=0.14\), which adds about 0.03 site.

The same comparison at other temperatures is given below. At 350 K, \((N^*+1)^2=31\) falls just short of \(\pi^2\beta t=33\), and \(S_N\) for four sites lies 3% below its limit.

| \(T\) (K) | closed \(N^*\) | numerical \(N^*\) |
|---|---|---|
| 250 | 6.53 | 6.65 |
| 300 | 5.40 | 5.50 |
| 350 | 4.58 | 4.69 |

The activation energy at 300 K is 0.611 eV, both from the Bessel-function formula and from the temperature dependence of the full integral for ten sites. It lies close to the band edge and well below the site energy of 0.8 eV.

The plateau belongs to coherent transport through identical sites. A resonant state leaks out with probability rate \(2\Gamma p_n/\hbar\), so its lifetime is

\[
\frac{\hbar}{2\Gamma p_n}=\frac{\hbar(N+1)}{4\Gamma\sin^2\theta_n}.
\]

This time grows with length, and the unit-height Lorentzians of part (g) require phase coherence to survive for at least as long. For the lowest level of the six-site bridge above, it is about 0.3 ps; a real bridge whose vibrations destroy the phase sooner will not show peaks of unit height. Faster dephasing lowers and broadens the peaks, although their areas change little while the broadening stays well below the level spacing. Once the broadening exceeds the spacing, the levels are washed out and the sum over separate resonances no longer applies. If it also far exceeds the hopping \(t\), the electron loses its phase before it reaches the next site, and activated transport becomes a sequence of incoherent hops with its own dependence on length. The crossover found here was derived for coherent motion and cannot be carried over to either of these regimes.

## Calculated quantities

```
gap = 0.8 eV, hopping = 0.1 eV, lead width = 0.02 eV
temperature = 300 K, kT = 0.025852 eV
site spacing = 0.5 nm, donor/acceptor coupling = 0.01 eV
gap/kT = 30.9454, 2 hopping/kT = 7.7363
I_1(2 hopping/kT) = 311.813
ln(gap/hopping) = 2.0794, kappa = 2.0634
decay factor per site: hopping/gap = 0.12500, exp(-kappa) = 0.12702
donor-acceptor coupling magnitude, N = 5:
  McConnell = 3.05176e-08 eV
  closed form = 3.25267e-08 eV
  half the exact splitting = 3.24949e-08 eV
  first relative correction = 0.0625
conductance in 2e^2/h: N, McConnell, refined tunnelling, full integral
   2  9.7656e-06  1.0370e-05  1.0454e-05
   3  1.5259e-07  1.7358e-07  1.7612e-07
   4  2.3842e-09  2.9520e-09  3.0301e-09
   5  3.7253e-11  5.1065e-11  6.0076e-11
   6  5.8208e-13  8.9987e-13  8.0058e-12
   7  9.0949e-15  1.6191e-14  7.0701e-12
   8  1.4211e-16  2.9839e-16  7.0528e-12
   9  2.2204e-18  5.6603e-18  7.0525e-12
  10  3.4694e-20  1.1136e-19  7.0525e-12
resonant conductance, formula = 7.1230e-12 (2e^2/h)
resonant conductance, formula = 5.5190e-16 S
full conductance ratio, N = 12 to N = 9: 1.00000
highest transmission on the energy grid, N = 6: 1.00000
N = 5: below cut 5.3070e-11, above cut 7.0063e-12 (2e^2/h), cut at 0.485 eV
N = 6: below cut 9.5767e-13, above cut 7.0481e-12 (2e^2/h), cut at 0.440 eV
crossover in sites: temperature (K), closed, refined, numerical
  250  6.534  6.633  6.646
  300  5.398  5.487  5.504
  350  4.584  4.666  4.687
crossover length at 300 K: closed = 2.699 nm, numerical = 2.752 nm
estimate (gap/kT)/(2 ln(gap/hopping)) = 7.441 sites
at refined crossover: a = 0.3641, thermal factor = 1.2566
band edge = 0.600 eV
activation energy: formula = 0.61147 eV, numerical = 0.61147 eV
```
